# Polar-optical scattering: no universal relaxation time, and when steps appear

**The argument under review.** The author considers electrons scattered by polar optical phonons and reasons as follows. Scattering is a property of the crystal, so it defines one time $\tau(E)$. This time may be found from the electrical response and then used for heat transport. Since phonon emission begins at $E=\hbar\omega$, $\tau(E)$ must jump there and at each further multiple of $\hbar\omega$.

Two questions decide the matter: does the Boltzmann equation give the same time for both driving forces, and is its solution discontinuous?

**The equation to be solved**

I take a parabolic band in three dimensions, nondegenerate electrons, equilibrium phonons of one frequency, unscreened coupling in golden-rule order, and linear response. Let $f_0=e^{(\mu-E)/k_BT}$, $x=E/k_BT$ and $\eta=\mu/k_BT$. The drift terms are

$$\mathbf F\cdot\mathbf v\,\frac{\partial f_0}{\partial E}+\mathbf v\cdot\nabla f_0=-\frac{f_0}{k_BT}\,\mathbf v\cdot[\mathbf F'+(x-\eta)\mathbf G],$$

with $\mathbf F'=\mathbf F-\nabla\mu$ and $\mathbf G=-k_B\nabla T$. Write $\delta f=f_0\phi/k_BT$. Detailed balance, $f_0(\mathbf k')W_{\mathbf k'\mathbf k}=f_0(\mathbf k)W_{\mathbf k\mathbf k'}$, turns the collision term into $-(f_0/k_BT)\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(\phi-\phi')$, so

$$\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(\phi-\phi')=\mathbf v\cdot[\mathbf F'+(x-\eta)\mathbf G].$$

By linearity $\phi=\mathbf v\cdot[\mathbf F'\tau+\mathbf G(\chi-\eta\tau)]$, where $\tau$ answers the source 1 and $\chi$ the source $x$. A universal time requires $\chi=x\tau$.

Let $\varepsilon=E/\hbar\omega$, $z=\hbar\omega/k_BT$ and $N=1/(e^z-1)$. The squared matrix element is $U/(Vq^2)$, with $U=(e^2\hbar\omega/2\epsilon_0)(1/\epsilon_\infty-1/\epsilon_s)$. Measure wavevectors in $\sqrt{2m\omega/\hbar}$, so that $k=\sqrt\varepsilon$ and $k'=\sqrt{\varepsilon\pm1}$. The energy delta function leaves, for each channel, the rate

$$\frac{U}{2\pi\hbar^2}\sqrt{\frac{m}{2\hbar\omega}}\int_{-1}^{1}\frac{k'\,dc}{q^2}=2\alpha\omega J_0,\qquad J_0=\frac{k'}{2}\int_{-1}^{1}\frac{dc}{q^2},$$

times $N$ or $N+1$. Here $c$ is the cosine of the scattering angle, $q^2=k^2+k'^2-2kk'c$, and $\alpha=\frac{e^2}{4\pi\epsilon_0\hbar}(\frac1{\epsilon_\infty}-\frac1{\epsilon_s})\sqrt{m/2\hbar\omega}$. From now on rates are in units of $2\alpha\omega$.

Integration gives $J_0=\frac1{2k}\ln\frac{k+k'}{|k-k'|}$. Because $|k'^2-k^2|=1$, the logarithm is $2\ln(k+k')$. This equals $2A$ for absorption and $2B$ for emission, with $A=\sinh^{-1}\sqrt\varepsilon$ and $B=\sinh^{-1}\sqrt{\varepsilon-1}$.

Averaging over azimuth replaces $\mathbf v'$ by $\mathbf v\,k'c/k$. Inserting $c=(k^2+k'^2-q^2)/2kk'$, the returned part is

$$J_1=\frac{k'}2\int_{-1}^{1}\frac{k'c}{k\,q^2}dc=\frac{k^2+k'^2}{2k^2}J_0-\frac{k'}{2k^2}.$$

It is positive because $1/q^2$ favours forward angles. The Boltzmann equation is thus a ladder,

$$L\tau\equiv\Gamma\tau(\varepsilon)-S_+\tau(\varepsilon+1)-S_-\tau(\varepsilon-1)=1,\qquad L\chi=x,$$

$$\Gamma=\frac{NA+(N+1)B}{\sqrt\varepsilon},\quad S_+=N\left[\frac{(2\varepsilon+1)A}{2\varepsilon^{3/2}}-\frac{\sqrt{\varepsilon+1}}{2\varepsilon}\right],$$

$$S_-=(N+1)\left[\frac{(2\varepsilon-1)B}{2\varepsilon^{3/2}}-\frac{\sqrt{\varepsilon-1}}{2\varepsilon}\right].$$

Terms with $N+1$ are absent for $\varepsilon<1$. Each starting energy $\varepsilon_0$ between 0 and 1 has its own ladder $\varepsilon_0+n$. I cut it at a rung far above $k_BT$ and set the responses to zero beyond.

**Why one time cannot serve both forces**

First, $\tau$ is positive. Subtraction gives

$$\Gamma-S_+-S_-=\frac{N[\sqrt{\varepsilon(\varepsilon+1)}-A]+(N+1)[\sqrt{\varepsilon(\varepsilon-1)}+B]}{2\varepsilon^{3/2}}>0.$$

The first bracket vanishes at $k=0$ and has $k$-derivative $2k^2/\sqrt{k^2+1}>0$. Suppose $Lu\ge0$ and $u$ had a negative minimum $u_m$. Then $(Lu)_m\le(\Gamma-S_+-S_-)u_m<0$, a contradiction, so $u\ge0$. A zero of $\tau$ would give $L\tau\le0$ there instead of 1, so $\tau>0$.

Now set $\chi=\rho\tau$ and subtract $\rho$ times the equation for $\tau$. With $p_n=S_+\tau_{n+1}$, $q_n=S_-\tau_{n-1}$ and $d_n=\rho_{n+1}-\rho_n$,

$$\rho_n-p_nd_n+q_nd_{n-1}=x_n.$$

Subtracting neighbouring equations gives

$$(1+p_n+q_{n+1})d_n-p_{n+1}d_{n+1}-q_nd_{n-1}=z.$$

Suppose $d_n\le0$ on a longest unbroken run $n=a,\dots,b$. Summing over the run cancels the internal exchange terms and leaves

$$\sum_{n=a}^{b}d_n+p_ad_a+q_{b+1}d_b-p_{b+1}d_{b+1}-q_ad_{a-1}=(b-a+1)z.$$

Every term on the left is zero or negative, while the right side is positive. Hence every $d_n>0$. On the lowest rung $q_0=0$, and

$$\rho_0=x_0+p_0d_0>x_0.$$

So $\chi\ne x\tau$ below $\hbar\omega$ at any nonzero temperature, and the universal time does not exist. The reason is visible in $\chi=[x+S_+\chi(\varepsilon+1)+S_-\chi(\varepsilon-1)]/\Gamma$: the velocity memory surviving a collision is weighted with the new energy, not the initial one.

**What happens at the thresholds**

Put $\varepsilon=1+\delta$. Emission adds $(N+1)B/\sqrt\varepsilon\simeq(N+1)\sqrt\delta$ to $\Gamma$. In $S_-$ the terms of order $\sqrt\delta$ cancel:

$$S_-\simeq\frac{(N+1)\sqrt\delta}{2}\left[\left(1+2\delta-\frac\delta6-\frac{3\delta}2\right)-(1-\delta)\right]=\frac23(N+1)\delta^{3/2}.$$

As $\delta\to0$ the rung at $\hbar\omega$ therefore loses its link to the rung below, and the rest is a ladder starting at $\varepsilon=1$. Approach from below gives the same ladder. Thus $\tau$ and $\chi$ are continuous.

Let $G$ be the inverse of this limiting ladder, with rungs labelled by their energy $n=1,2,\dots$. To order $\sqrt\delta$ the only change is the extra diagonal term at $n=1$, so

$$\tau(n+\delta)=\tau(n)-(N+1)\sqrt\delta\,G_{n1}\tau(1+\delta)+O(\delta).$$

All $G_{n1}$ are positive: they are nonnegative by the minimum argument, and a zero would force its neighbours to vanish, and so on down to rung 1, where the source is nonzero. Each multiple therefore carries a square-root cusp on its upper side. Below it the coefficients are smooth and the approach is linear. For $n=1$ the equation gives

$$\tau(1+\delta)\simeq\frac{\tau(1)}{1+(N+1)G_{11}\sqrt\delta},$$

which reaches half height at $\delta=[(N+1)G_{11}]^{-2}$.

The author's steps do emerge as $N\to0$. On the lowest rung all rates are proportional to $N$, so $\tau_0\sim1/N$. Higher rungs are emptied by emission at a rate $\Gamma_{em}$ of order one. To leading order

$$\tau_n=r_n\tau_{n-1},\quad r=\frac{S_-}{\Gamma_{em}},\quad N\tau_0=\frac1{\Gamma_0/N-(S_{+,0}/N)r_1}.$$

Just above $\varepsilon=1$, $r\simeq2\delta/3$. This vanishing factor enters every higher rung, so $N\tau$ drops to zero at each multiple and then recovers. At fixed $\varepsilon_0>0$ the direct sources on higher rungs become negligible beside $1/N$, so $\chi_n=x_0\tau_n$ and

$$\frac{\chi}{x\tau}\to\frac{\varepsilon_0}{\varepsilon_0+n}.$$

A common time then survives below $\hbar\omega$ but fails above it: the electron emits quickly and keeps its remaining velocity memory at the bottom-rung energy. The limit is not uniform in $\varepsilon_0$. Just above a multiple $r$ is small, so at finite $N$ the direct source can still dominate, as at $\varepsilon=1.01$ and 100 K in the table below.

**A numerical case**

Take $\hbar\omega=40$ meV, $m=0.1\,m_e$, $\epsilon_\infty=10$ and $\epsilon_s=12.5$. Then $\alpha=0.117$ and $1/(2\alpha\omega)=0.0705$ ps. At 300 K, $z=1.547$ and $N=0.270$; at 100 K, $z=4.642$ and $N=0.00973$. Direct solution of the tridiagonal ladder equations gives:

| $\varepsilon$ | $\tau$ (ps), 300 K | $\chi/x\tau$ | $\tau$ (ps), 100 K | $\chi/x\tau$ |
|---|---|---|---|---|
| 0.50 | 0.398 | 1.466 | 9.31 | 1.023 |
| 1.00 | 0.449 | 1.206 | 10.94 | 1.010 |
| 1.01 | 0.271 | 1.200 | 0.715 | 0.946 |
| 1.50 | 0.172 | 0.858 | 2.23 | 0.380 |
| 2.00 | 0.220 | 0.801 | 3.90 | 0.519 |
| 2.01 | 0.168 | 0.862 | 0.361 | 0.640 |

For $\eta=-3$ at 300 K and $\varepsilon=0.5$, $x=0.7736$ and $\rho=1.4659\times0.7736=1.1340$. The thermal time divided by the electric time is $(\rho-\eta)/(x-\eta)=4.1340/3.7736=1.096$. At $\varepsilon=1.5$ it is 0.938.

The cusp coefficients $(N+1)G_{n1}\tau(1)$ at 300 K are 3.01, 0.88 and 0.36 ps for $n=1,2,3$. At 100 K the half-height width above $\hbar\omega$ is $4.2\times10^{-5}\hbar\omega=1.7$ µeV. This is far below $\hbar/\tau(1)\approx0.658\ \text{meV ps}/10.9\ \text{ps}\approx60$ µeV, and the collision broadening $\hbar\Gamma$ is larger still, since $\tau=[1+S_+\tau(\varepsilon+1)+S_-\tau(\varepsilon-1)]/\Gamma>1/\Gamma$. The width therefore belongs to the golden-rule equation and does not predict a resolvable line shape.

**Consequences for measured coefficients**

Let $\langle g\rangle$ be the average of $g$ with weight $w=\varepsilon^{3/2}e^{-x}$. Using $v_z^2\to2E/3m$, the particle and heat fluxes are

$$\mathbf j=\frac nm[\langle\tau\rangle\mathbf F'+\langle\chi-\eta\tau\rangle\mathbf G],$$

$$\mathbf J_Q=\frac{nk_BT}{m}[\langle(x-\eta)\tau\rangle\mathbf F'+\langle(x-\eta)(\chi-\eta\tau)\rangle\mathbf G],$$

where $n$ is now the electron density. The formulas for $S_\pm$ and $N=(N+1)e^{-z}$ give $w(\varepsilon)S_+(\varepsilon)=w(\varepsilon+1)S_-(\varepsilon+1)$. Hence $L$ is symmetric under the average, and

$$\langle\chi\rangle=\langle\chi L\tau\rangle=\langle\tau L\chi\rangle=\langle x\tau\rangle.$$

With $M=\langle x\tau\rangle/\langle\tau\rangle$, zero current requires $\mathbf F'=-(M-\eta)\mathbf G$. The Seebeck coefficient is $-(k_B/e)(M-\eta)$, and it does not reveal the author's error if the exact electric $\tau$ is used. At 300 K, $M=2.013$ gives $-86.17\times5.013=-432$ µV/K.

Inserting this $\mathbf F'$ into $\mathbf J_Q$ cancels $\eta$ and gives the Lorenz number

$$\frac{\kappa}{\sigma T}=\left(\frac{k_B}{e}\right)^2\left[\frac{\langle x\chi\rangle}{\langle\tau\rangle}-M^2\right].$$

The author would replace $\chi$ by $x\tau$. Since $L(x\tau)=x+z(q-p)$, symmetry gives

$$\langle x^2\tau\rangle-\langle x\chi\rangle=\langle\chi L(x\tau-\chi)\rangle=z\langle\chi(q-p)\rangle.$$

Pairing neighbouring rungs turns the last average into a sum of terms $zwS_+\tau_n\tau_{n+1}d_n$, all positive. The universal time therefore overestimates the electronic thermal conductivity. Averaging the ladder solutions by Gauss–Legendre quadrature over $\varepsilon_0$ gives exact Lorenz numbers, within this model, of 1.59 at 300 K and 1.21 at 100 K, in $(k_B/e)^2$. The author's substitution gives 2.19 and 1.49, which are 38% and 23% above the exact values.

Nor does a standard rate supply the missing time. The mobility $e\langle\tau\rangle/m$ at 300 K is 4320 cm²/Vs. Using $1/\Gamma$ gives 2540, because it drops the positive returned terms. Using $1/(\Gamma-S_+-S_-)$ gives 6740. That choice assumes equal $\tau$ on neighbouring rungs, whereas the table shows a fall from 0.398 to 0.172 ps between $\varepsilon=0.5$ and 1.5.

The single-time part of the author's picture, though not the jumps, is recovered for the thermally typical electrons when $k_BT\gg\hbar\omega$. Typical $\varepsilon=x/z$ is then large, $\Gamma-S_+-S_-\to N/\sqrt\varepsilon$, and differences between neighbouring rungs become negligible. At these energies both forces share $\tau\propto\sqrt E$. Below $\hbar\omega$ the inequality $\rho_0>x_0$ still holds and the thresholds remain continuous cusps, but energies of order $\hbar\omega$ then carry a vanishing share of the weight in the averages. The averages of $x$ and $x^2$ with weight $x^2e^{-x}$ are 3 and 12, so the Lorenz number tends to $12-9=3$. At $z=0.05$ the ladder gives 2.998 and the universal-time formula 3.003.

**Recommendation.** The thermal calculation should solve $L\chi=x$ separately. The claim of jumps should be replaced by continuous cusps that sharpen into steps as $k_BT/\hbar\omega\to0$. Screening, degeneracy, phonon drag or additional scattering would change the coefficients and require a new calculation.
